# Locating an Oxide Trap from the Bias Dependence of Telegraph Noise

## Problem

The drain current of a small n-channel silicon transistor switches between two levels because one trap in the SiO$_2$ gate oxide repeatedly captures and releases an electron. Let $\tau_c$ be the mean time for which the trap stays empty before a capture, and $\tau_e$ the mean time for which it stays filled before an emission. At $T=300$ K the natural logarithm of their ratio falls as the gate voltage $V_G$ rises:

$$
\frac{d}{dV_G}\ln\frac{\tau_c}{\tau_e}=-m,\qquad m=8\ \mathrm{V^{-1}} .
$$

The oxide is $t=2$ nm thick, and the trap exchanges electrons with the channel. How far is the trap from the silicon surface if the change of the surface potential with gate voltage is neglected?

Potentials are in volts, energies in electronvolts and lengths in nanometres, which suit the measurement better than atomic units. The elementary charge $e$ is positive, so an electron has charge $-e$.

## Hints

1. Both mean times are inverse rates. Compare capture and emission through the same microscopic transition, run in opposite directions. What survives in the ratio?
2. The gate voltage enters through the energy of the trap level relative to the channel's Fermi level. How does the potential vary across an oxide without space charge?
3. If the potential at the silicon surface is fixed, which fraction of a change in $V_G$ appears at the trap?

## Solution

**From dwell times to rates.** At fixed bias, let the empty trap capture at a constant rate $R_c$. The probability that it is still empty after time $\theta$ is $e^{-R_c\theta}$, and the mean dwell time is the integral of this survival probability:

$$
\tau_c=\int_0^\infty e^{-R_c\theta}\,d\theta=\frac1{R_c},\qquad
\tau_e=\frac1{R_e},\qquad
\frac{\tau_c}{\tau_e}=\frac{R_e}{R_c}.
$$

**From rates to an energy.** The atoms around the trap relax when its charge changes, so the vibrations must be included. Let $\epsilon_n$ be the vibrational energies of the empty trap and $\epsilon'_m$ those of the filled trap, each measured from its own lowest level. Let $E_T$ be the energy of the filled trap minus that of the empty one, both in their lowest vibrational level. A channel electron of energy $E$ can be captured in the transition $n\to m$ if energy is conserved:

$$
E+\epsilon_n=E_T+\epsilon'_m .
$$

Capture and emission between the same two states have the same squared matrix element. Together with the density of channel states per spin, it forms a common factor $W_{nm}$. Suppose that the vibrations are thermal before each transition, with probabilities $p_n=e^{-\epsilon_n/kT}/Z$ and $p'_m=e^{-\epsilon'_m/kT}/Z'$. With the Fermi function $f(E)$ and the channel's Fermi level $\mu$,

$$
R_c=2\sum_{nm}p_nW_{nm}f(E),\qquad
R_e=\sum_{nm}p'_mW_{nm}[1-f(E)].
$$

The factor 2 arises because the empty trap accepts either spin, whereas the trapped electron leaves with the one spin it has. Double occupation is excluded.

Since $f=(1-f)e^{-(E-\mu)/kT}$, inserting energy conservation gives, term by term,

$$
\begin{aligned}
p_nf
&=\frac{e^{-\epsilon_n/kT}}{Z}(1-f)\,
e^{-(E_T+\epsilon'_m-\epsilon_n-\mu)/kT}\\
&=\frac{Z'}{Z}\,p'_m(1-f)\,e^{-(E_T-\mu)/kT}.
\end{aligned}
$$

The energies $\epsilon_n$ have cancelled. If relaxation displaces the oscillators without changing their frequencies, then $Z'=Z$. The sums then obey $R_c=2e^{-(E_T-\mu)/kT}R_e$, and therefore

$$
\frac{\tau_c}{\tau_e}=\frac12\,e^{(E_T-\mu)/kT}.
$$

Tunnelling probabilities and vibrational overlaps affect both times but cancel in this ratio. The factor $1/2$, and a bias-independent $Z'/Z$ if the frequencies do change, shift the logarithm without changing its slope.

**From the energy to the position.** Measure the gate voltage from flat band, $V=V_G-V_{FB}$, and the potential from the silicon bulk. Let $\psi_s$ be the potential at the silicon surface and $x$ the distance from that surface into the oxide. In a uniform oxide without space charge the potential is linear. It equals $\psi_s$ at $x=0$ and, for a metallic gate, $V$ at $x=t$:

$$
\phi_T=\psi_s+\frac{x}{t}(V-\psi_s).
$$

The electron's energy contains $-e\phi_T$. At small drain bias $\mu$ stays fixed relative to the grounded silicon. The relaxation energy and the trapped electron's image energy are also taken as independent of bias, so $E_T-\mu=\text{constant}-e\phi_T$. With $s=d\psi_s/dV_G$,

$$
\frac{d}{dV_G}\ln\frac{\tau_c}{\tau_e}
=-\frac{e}{kT}\frac{d\phi_T}{dV_G}
=-\frac{e}{kT}\left[s+\frac{x}{t}(1-s)\right].
$$

The stated neglect means $s=0$. The slope is then $-(e/kT)(x/t)$, and equating it to $-m$ gives

$$
x=t\,m\,\frac{kT}{e}.
$$

**Numbers.** At 300 K, $kT/e=0.025852$ V. The fractional depth is

$$
r\equiv m\frac{kT}{e}=8\times0.025852=0.2068,
$$

so that

$$
x=2\ \mathrm{nm}\times0.2068=0.414\ \mathrm{nm}\approx0.41\ \mathrm{nm},
$$

or 7.8 bohr.

**Reading the result.** One volt on the gate lowers the trap level by about 0.21 eV, which is $8kT$. An increase of 0.1 V multiplies $\tau_c/\tau_e$ by $e^{-0.8}=0.45$. The ratio alone does not say how much of the change belongs to each time: a bias-dependent factor common to both rates would change both times and leave their ratio the same.

The limits agree with the geometry. A trap at the silicon surface has zero slope when $\psi_s$ is fixed. A trap next to the gate would feel the whole gate voltage and have slope $-e/kT$, about $-39\ \mathrm{V^{-1}}$, provided that it still exchanged electrons with the channel.

The logarithm must be natural. If the data showed 8 decades per volt, $m$ would be larger by a factor of $\ln10$ and the depth would be 0.95 nm. The depth found here is also comparable with interatomic distances, so a sharp interface and a uniform oxide are idealizations. It is best read as an electrostatic position.

## Variation 1: the surface potential moves

*Keep $s$ in the calculation. How does the inferred depth change?*

Set the magnitude of the general slope equal to $m$ and multiply by $kT/e$:

$$
r=s+\frac{x}{t}(1-s)
\quad\Longrightarrow\quad
x=t\,\frac{r-s}{1-s}.
$$

The simple depth $tr$ exceeds this by

$$
tr-t\frac{r-s}{1-s}
=t\frac{r(1-s)-r+s}{1-s}
=t\frac{s(1-r)}{1-s}.
$$

For $0<s<1$ and $r<1$ the difference is positive, so the simple answer is an upper estimate. For $s=0.02$, $0.05$ and $0.10$ the depth falls to 0.38, 0.33 and 0.24 nm. The correction is large because $s$ competes with $r=0.207$, not with one: a change of $\psi_s$ moves the trap level even when the trap lies at the surface. If $s>r$, the formula gives a negative depth, and the data contradict the assumed model.

To estimate $s$, let $Q(\psi_s)$ be the magnitude of the negative charge per area in the silicon. It balances the gate charge, $C_{ox}(V-\psi_s)=Q$. Differentiating, with $C_s=dQ/d\psi_s$,

$$
C_{ox}(1-s)=C_s s
\quad\Longrightarrow\quad
s=\frac{C_{ox}}{C_{ox}+C_s}.
$$

For classical carriers with bulk hole and electron densities $p_0$ and $n_0$, the charge density at potential $\phi$ is

$$
\rho=e\left[p_0(e^{-u}-1)-n_0(e^u-1)\right],\qquad u=\frac{e\phi}{kT}.
$$

Multiply Poisson's equation $\phi''=-\rho/\varepsilon$ by $\phi'$ and integrate from the field-free bulk to the surface. The surface field $F_s$ obeys

$$
\frac{F_s^2}{2}=-\frac1\varepsilon\int_0^{\psi_s}\rho\,d\phi
=\frac{kT}{\varepsilon}\left[p_0(e^{-u_s}+u_s-1)+n_0(e^{u_s}-u_s-1)\right],
$$

where $u_s=e\psi_s/kT$. Gauss's law gives $Q=\varepsilon F_s$. Differentiating the first equality gives $F_s\,dF_s/d\psi_s=-\rho(\psi_s)/\varepsilon$, hence $C_s=-\rho(\psi_s)/F_s$.

Take round model parameters: relative permittivities 12 for the semiconductor and 4 for the oxide, acceptor doping $10^{18}\ \mathrm{cm^{-3}}$, intrinsic density $10^{10}\ \mathrm{cm^{-3}}$, and $V=2$ V. Solving the charge balance gives $\psi_s=1.095$ V. The capacitances are $C_{ox}=0.1105$ and $C_s=1.6665$, both in $e/(\mathrm{V\,nm^2})$, so

$$
s=\frac{0.1105}{0.1105+1.6665}=0.0622,
$$

$$
x=2\ \mathrm{nm}\times\frac{0.2068-0.0622}{1-0.0622}=0.308\ \mathrm{nm}.
$$

The simple depth is thus about 34% too large relative to the corrected depth in this model at this bias. The value of $s$ depends strongly on bias: the same classical model gives $s=0.038$ at $V=2.5$ V, $0.19$ at $1.5$ V and $0.66$ at $1.3$ V, so $s$ is small only deep in strong inversion. Conversely, a trap really located at 0.414 nm would show a slope of $-9.91\ \mathrm{V^{-1}}$. As a test, a grid solution of Poisson's equation was combined with explicit sums for $R_c$ and $R_e$. It gave $-8.00\ \mathrm{V^{-1}}$ at the corrected depth and $-9.91\ \mathrm{V^{-1}}$ at the simple one, as the numerical output shows.

The surface electron density here is $n_0e^{u_s}\approx2.5\times10^{20}\ \mathrm{cm^{-3}}$. At such a density, Fermi statistics and quantum confinement, both left out of the electrostatics, matter. Confinement pushes the electrons away from the interface, which lowers $C_s$ and raises $s$; Fermi statistics alone raise $s$ to 0.11. For these parameters, a self-consistent effective-mass Schrödinger–Poisson treatment of a (100) surface gives $s\approx0.20$ with a hard wall at the interface and $0.18$ when the wave functions penetrate the oxide. That is close to $r=0.207$, so the inferred depth would shrink to 0.02–0.06 nm. With the valley masses of a (110) or (111) surface and a hard wall, $s\approx0.23$ exceeds $r$. The classical value $s=0.0622$ therefore illustrates the method but understates the correction, and it is not a prediction for a device. The image energy is not strictly constant either, because the inversion layer screens the trapped charge better as $V_G$ rises. A linear-screening estimate for a trap at 0.4 nm and $V=2$ V gives an extra lowering of the level by 0.01–0.03 eV per volt, or 5–15% of $r$, which would reduce the inferred depth further.

## Variation 2: the slope is positive

*Suppose that the slope is $+8\ \mathrm{V^{-1}}$. Where is the trap if it exchanges electrons with the gate?*

The detailed-balance argument is unchanged, but the relevant Fermi level is now that of the gate, $\mu_G=\mu-eV_G$. Consequently

$$
E_T-\mu_G=\text{constant}-e\phi_T+eV_G,
$$

$$
\begin{aligned}
\frac{d}{dV_G}\ln\frac{\tau_c}{\tau_e}
&=\frac{e}{kT}\left[1-s-\frac{x}{t}(1-s)\right]\\
&=\frac{e}{kT}(1-s)\left(1-\frac{x}{t}\right).
\end{aligned}
$$

Raising $V_G$ lowers the gate's Fermi level by more than it lowers the trap level, so the trap spends a larger fraction of its time empty. With $s=0$,

$$
x=t(1-r)=2\ \mathrm{nm}\times(1-0.2068)=1.59\ \mathrm{nm}
$$

from silicon, or 0.41 nm from the gate. The magnitude of the slope alone does not identify the position; its sign distinguishes the two reservoirs within this model.

Surface-potential motion now enters as the factor $1-s$. With $s=0.0622$, a trap at 1.59 nm would show $8\times0.9378=7.50\ \mathrm{V^{-1}}$, a reduction of about 6% relative to the fixed-surface value. If channel and gate both exchange electrons with the trap at comparable rates, their rates add. A change of gate bias then shifts the two Fermi levels relative to each other, so the ratio no longer follows a single exponential in $V_G$. Neither depth formula applies, even near zero bias, and the sign of the slope no longer identifies the reservoir.

## Calculated quantities

```
Temperature: 300 K
Thermal voltage kT/e: 0.025852 V
Oxide thickness: 2.0 nm
Magnitude of natural-log slope: 8.0 1/V
Fractional depth r = m kT/e: 0.2068 (no unit)
Simple trap depth from silicon: 0.4136 nm
Simple trap depth from silicon: 7.82 bohr
Slope from rate sums at simple depth, fixed psi_s: -8.0000 1/V
Dwell-ratio factor for a 0.1 V increase: 0.4493
Corrected depth for s = 0.02: 0.3813 nm
Corrected depth for s = 0.05: 0.3301 nm
Corrected depth for s = 0.10: 0.2374 nm
Depth if slope were 8 decades per volt: 0.9524 nm
Depth from silicon for gate exchange, s = 0: 1.5864 nm
Trace: mean empty time 50.48 steps
Trace: mean filled time 20.18 steps
Trace: capture probability 0.02 per step
Trace: emission probability 0.05 per step
Model relative permittivity, semiconductor: 12 (no unit)
Model relative permittivity, oxide: 4 (no unit)
Model doping: 1.0e+18 cm^-3
Model intrinsic density: 1.0e+10 cm^-3
Model gate voltage from flat band: 2.0 V
Model surface potential, first integral: 1.09520 V
Model surface potential, grid solution: 1.09520 V
Model oxide capacitance: 0.1105 e/(V nm^2)
Model semiconductor capacitance: 1.6665 e/(V nm^2)
Model s, capacitance formula: 0.06220 (no unit)
Model s, grid solution: 0.06221 (no unit)
Model corrected trap depth: 0.3084 nm
Full numerical slope at corrected depth: -8.0005 1/V
Full numerical slope at simple depth: -9.9087 1/V
Formula slope at simple depth: -9.9083 1/V
Gate exchange, full numerical slope: 7.5023 1/V
Gate exchange, formula slope: 7.5024 1/V
```
